\section*{Side and Front Energy Release of a Straight Film Buckle, part 2}

A compressed elastic film (thickness $h$, Young modulus $E$, Poisson ratio $\nu$) on a rigid substrate has lifted off along a straight strip $-b<x<b$ that runs along $y$ and grows at its tip, the front. The question is what energy release drives the front, and how it relates to the release at the long sides. While bonded, the film carries the compression $\sigma>0$ in every in-plane direction. The edges $x=\pm b$ are clamped. A prime on $w$ means $d/dx$.

With $\bar E=E/(1-\nu^2)$ and $D=\bar Eh^3/12$, the straight buckle keeps the transverse compression $\sigma_c=\pi^2\bar Eh^2/(12b^2)$. At half-width $b_0$, $\sigma_c=\sigma$; a narrower strip stays flat. The deflection and crest height $w_0$ are
\begin{equation}
w=\frac{w_0}{2}\left(1+\cos\frac{\pi x}{b}\right),
\label{shape}
\end{equation}
\begin{equation}
w_0^2=\frac{16b^2(\sigma-\sigma_c)}{\pi^2\bar E}
=\frac43h^2\left(\frac{\sigma}{\sigma_c}-1\right).
\label{crest}
\end{equation}
The added mid-plane strain is $\varepsilon=(\sigma-\sigma_c)/\bar E=\pi^2w_0^2/(16b^2)$. The energy per length of strip, counted from the bonded film, is $U=-2bg$, with $g=h(\sigma-\sigma_c)^2/(2\bar E)$ the release per buckled area.

Widening at fixed $\sigma$ gives the side energy release rate
\begin{equation}
G_{\rm side}=\frac{d(bg)}{db}.
\label{sidedef}
\end{equation}
\begin{align}
G_{\rm side}&=\frac{h}{2\bar E}\left[(\sigma-\sigma_c)^2
+2b(\sigma-\sigma_c)\frac{2\sigma_c}{b}\right]\nonumber\\
&=\frac{h}{2\bar E}(\sigma-\sigma_c)(\sigma+3\sigma_c).
\label{side}
\end{align}
Moving only the right edge gives the release there as a stretching part plus a bending part, evaluated next:
\begin{align}
-\frac{dU}{db}&=\sigma h\varepsilon-\frac{\bar Eh}{2}\varepsilon^2-\frac D2w''^2
+h(-\sigma+\bar E\varepsilon)\varepsilon+Dw''^2\nonumber\\
&=\frac{\bar Eh}{2}\varepsilon^2+\frac D2w''(b)^2 .
\label{edge}
\end{align}

The example is an alumina scale: $E=380$ GPa, $\nu=0.25$, $h=2.0\,\mu$m, expansion mismatch $4\times10^{-6}$ per K, cooling by $1000$ K, and chosen $b=44\,\mu$m. Then $\bar E=405.3$ GPa, $\sigma=2.027$ GPa, $\sigma_c=0.689$ GPa, $\sigma/\sigma_c=2.942$, $b_0=25.65\,\mu$m, $w_0=3.22\,\mu$m, $g=4.42$ J/m$^2$ and $G_{\rm side}=13.5$ J/m$^2$.

The stretching part equals $h(\sigma-\sigma_c)^2/(2\bar E)$. For the bending part, $w''(b)=\pi^2w_0/(2b^2)$, so
\begin{equation}
\frac D2w''(b)^2=\frac{D\pi^4w_0^2}{8b^4}
=2\,\frac{D\pi^2}{b^2}\,\frac{\pi^2w_0^2}{16b^2}
=\frac{2h\sigma_c(\sigma-\sigma_c)}{\bar E}.
\label{edgebend}
\end{equation}
The last step uses $D\pi^2/b^2=h\sigma_c$. The sum is $h(\sigma-\sigma_c)(\sigma-\sigma_c+4\sigma_c)/(2\bar E)$, which is (\ref{side}). Two numerical evaluations from the minimized energy, one by differencing it between neighbouring widths and one from the edge values in (\ref{edge}), both gave $13.5098$ J/m$^2$, as does the formula.

\textbf{Q.} Now average it over the width. Where do you start the average?

\textbf{A.} At zero width, because the final strip consists of all the area from the centre line to the edge. Between $0$ and $b_0$ the film is flat, has no added strain or curvature at its edges, and contributes zero. For larger widths put $t=b'/b_0$, so that $\sigma_c(b')=\sigma/t^2$, and let $T=b/b_0$. Then
\begin{align}
\frac1b\int_0^bG_{\rm side}\,db'
&=\frac{h\sigma^2}{2\bar E}\,\frac1T\int_1^T\left(1-\frac1{t^2}\right)\left(1+\frac3{t^2}\right)dt\nonumber\\
&=\frac{h\sigma^2}{2\bar E}\,\frac1T\int_1^T\left(1+\frac2{t^2}-\frac3{t^4}\right)dt\nonumber\\
&=\frac{h\sigma^2}{2\bar E}\,\frac1T\left[t-\frac2t+\frac1{t^3}\right]_1^T .
\end{align}
The bracket vanishes at $t=1$, since $1-2+1=0$. At the upper end, division by $T$ gives $1-2/T^2+1/T^4=(1-1/T^2)^2$. With $1/T^2=\sigma_c/\sigma$,
\begin{equation}
\frac1b\int_0^bG_{\rm side}\,db'=\frac{h(\sigma-\sigma_c)^2}{2\bar E}=g(b).
\label{average}
\end{equation}
Here $\sigma_c$ is taken at the final width. The same follows at once from (\ref{sidedef}), because $bg$ is zero at $b_0$.

\textbf{Q.} And if I average over the buckled widths alone?

\textbf{A.} Then you divide the same integral by $b-b_0$ instead of $b$. The answer is too large by the factor $b/(b-b_0)=44/18.35=2.40$, which gives $10.6$ J/m$^2$ instead of $4.42$ J/m$^2$. Averaging the edge release numerically from $0$ to $b$ gave $4.4159$ J/m$^2$.

\textbf{Q.} So far this is bookkeeping about sides. The front is curved, its stress field is two-dimensional, and you have not solved for it. What entitles you to say anything about it?

\textbf{A.} Steady motion does. Suppose the front advances by $da$ with its shape unchanged, while the sides behind it stay pinned at $\pm b$. The complicated region around the front is carried forward as it is, and its energy does not change. Far behind, a length $da$ of straight buckle has been added. Far ahead, a length $da$ of bonded flat film has been lost. The energy released is $2bg\,da$ and the new debonded area is $2b\,da$. Their ratio is
\begin{equation}
G_{\rm front}=g(b)=\frac{(1-\nu^2)h(\sigma-\sigma_c)^2}{2E}.
\label{front}
\end{equation}
The front's shape has dropped out, and (\ref{average}) identifies the result with the averaged side release.

\textbf{Q.} Is that the release rate at each point of the front?

\textbf{A.} Not in general. Let $G_{\rm loc}$ be the local rate. When the front moves by $da$ along $y$, a piece of front whose projection on the width is $dx$ sweeps the area $dx\,da$. Energy balance therefore says
\begin{equation}
\frac1{2b}\int_{-b}^{b}G_{\rm loc}\,dx=G_{\rm front}.
\label{projected}
\end{equation}
The formula fixes this mean over the projected front. How $G_{\rm loc}$ varies along the front needs a two-dimensional solution.

\textbf{Q.} I should like to see the translation argument survive a buckle with actual ends.

\textbf{A.} Take clamped rectangular buckles of half-width $b$ and half-lengths $5b$ and $6b$, with the example's stress and Poisson ratio. Their plate energy was minimized numerically with all three displacements free, apart from mirror symmetry about both midlines. The difference between the two released energies, divided by the difference in area, was $4.4160$ J/m$^2$, against $4.4159$ J/m$^2$ from (\ref{front}). The crest at midlength of the longer buckle stood at $3.219\,\mu$m, the height of the straight buckle. Square ends are not the shape of a natural front, but the argument claims independence of that shape, and this is one case of it.

\textbf{Q.} The averaging assumes that the strip opened sideways, starting from nothing. A real buckle runs forward at nearly full width.

\textbf{A.} The widening is a virtual path. It joins flat bonded film to the finished straight buckle, and the energy difference between those two states does not depend on the path. A real front may pass through quite different shapes. Its local release rates need not equal those in (\ref{side}), but in steady, slow growth their projected mean is still (\ref{front}). If the front jumps, part of the energy goes into motion, and this simple balance between release and toughness no longer holds at each moment.

\textbf{Q.} Your side release is three times the front release. Why does the buckle not simply spread sideways?

\textbf{A.} With one constant toughness it would. The ratio is
\begin{equation}
\frac{G_{\rm side}}{G_{\rm front}}=\frac{\sigma+3\sigma_c}{\sigma-\sigma_c}
=1+\frac{4\sigma_c}{\sigma-\sigma_c}>1,
\label{ratio}
\end{equation}
and equals $3.06$ here. A slowly advancing front has a mean toughness equal to $G_{\rm front}$. Pinned sides need a toughness of at least $G_{\rm side}$. With rigid clamps, the chosen steady buckle therefore requires sides at least $3.06$ times as tough as the front's mean.

\textbf{Q.} The interface is the same everywhere. Where would tougher sides come from?

\textbf{A.} Possibly from a toughness that depends on how the crack is loaded. By (\ref{edge}) and (\ref{edgebend}), the ratio of stretching to bending release at the side is $(\sigma-\sigma_c)/(4\sigma_c)$, which grows with width. If the interface resists the stretching-dominated, more shearing kind of loading better, a widening side can come to rest. The present model does not supply that toughness, so it does not predict $b$.

Width also matters for the stability of the sides. Put $r=\sigma_c/\sigma$. Then $G_{\rm side}$ is proportional to $(1-r)(1+3r)=1+2r-3r^2$, whose derivative $2-6r$ vanishes at $r=1/3$. At fixed $\sigma$, the side release rises with width up to $\sigma/\sigma_c=3$ and then falls. The example, at $2.942$, lies just before this maximum if the clamps are rigid. It is so close that a slight compliance of the alloy can put it past the maximum.

\textbf{Q.} What happens at the two ends of the range?

\textbf{A.} Just above buckling, $G_{\rm front}$ vanishes as $(\sigma-\sigma_c)^2$, but $G_{\rm side}$ vanishes as the first power, so their ratio diverges. For a very wide strip both tend to $h\sigma^2/(2\bar E)$, and the ratio tends to one. That second limit is formal, because the straight shape is lost first.

\textbf{Q.} Lost in what way?

\textbf{A.} The film is still compressed along $y$, and it can relieve that compression by becoming wavy along its length. For equal biaxial stress and $\nu=0.25$, the second variation of the plate energy was computed for disturbances periodic along $y$. The straight buckle was stable for
\begin{equation}
1.053<\sigma/\sigma_c<6.14 .
\end{equation}
A smaller basis, or a coarser sampling of the wavenumber, moves the upper limit by about $0.003$. At the example's $\sigma$, the range corresponds to half-widths from $26.3$ to $63.6\,\mu$m, so $44\,\mu$m lies inside it. At the upper limit, (\ref{ratio}) still gives $1+4/5.14=1.78$.

\textbf{Q.} Instability at the top I can accept. Why is there a lower limit?

\textbf{A.} Try the flat strip with $w=f(x)\cos qy$, where $f=\frac12[1+\cos(\pi x/b)]$. Balancing the work of the equal biaxial stress against bending gives the trial buckling stress
\begin{equation}
\frac{\sigma h}{D}=\frac{\int(f''-q^2f)^2dx}{\int(f'^2+q^2f^2)dx}
=\frac{\pi^2}{b^2}\,\frac{1+2Q+3Q^2}{1+3Q},\qquad Q=\frac{q^2b^2}{\pi^2}.
\end{equation}
This uses the mean values $3/8$, $\pi^2/(8b^2)$ and $\pi^4/(8b^4)$ of $f^2$, $f'^2$ and $f''^2$, and $\int ff''dx=-\int f'^2dx$. For small $Q$ the last fraction is about $1-Q$, which is below one. This wave alone would dip into the substrate, but $w=f(x)(1+\cos qy)$ never goes below it. Averaging over a wavelength removes the cross terms, and the last fraction becomes $(3+2Q+3Q^2)/(3+3Q)$. For small $Q$ this is about $1-Q/3$, still below one. A long wave thus buckles before the straight shape does, even with the substrate in the way. The virtual path near $b_0$ therefore runs through unstable states. This does not harm (\ref{average}), which needs their energies and not their stability. The final state must be stable, or the region behind the front will not be a straight buckle.

\textbf{Q.} How far would a real alumina scale depart from all this?

\textbf{A.} Micrometre thickness and a compression of some GPa after cooling are reasonable rough values for such scales; the width was chosen. The mismatch used is at the low end for alumina-forming alloys, and growth stress is left out. With $6\times10^{-6}$ per K the same strip has $\sigma=3.04$ GPa, $\sigma/\sigma_c=4.41$ and $g=13.6$ J/m$^2$, well past the maximum of the side release. Real alloys are not rigid. If their compliance acts as though each clamp retreated by one film thickness, an assumed amount, the release per true area becomes $(b+h)g(b+h)/b=5.03$ J/m$^2$, an increase of $14$ percent. Transverse shear changes $\sigma_c$ by about $0.5$ percent. The largest slope is $0.115$, with square $1.3$ percent; keeping the neglected slope terms changes $g$ and the crest height by only a few tenths of a percent. Creep and yielding of the alloy and roughness of the interface are not sized here.

\textbf{Q.} Will the scale survive being bent that far?

\textbf{A.} That is a serious reservation. In the straight part of the buckle, the largest bending stress is
\begin{equation}
\frac{\bar Eh}{2}\,\frac{\pi^2w_0}{2b^2}=3\sigma_c\frac{w_0}{h}=3.33\ \mathrm{GPa}.
\end{equation}
Subtracting the remaining compression of $0.69$ GPa leaves a tension of $2.64$ GPa, on the upper face at the crest and on the lower face at the sides. Near the front the tension can be much higher. In the square-ended rectangles above, the crest overshoots to about $3.5\,\mu$m, and the tension on the lower face at the sides reaches about $4$ GPa, some $1.3b$ behind the end; a natural front shape is not sized here. For a shallow surface crack of depth $c$ in uniform tension $\sigma_t$, the standard estimate of the stress intensity is $1.12\,\sigma_t\sqrt{\pi c}$. With a rough alumina toughness of $3$ MPa\,m$^{1/2}$, this gives a critical flaw depth of about $0.3\,\mu$m. The tension falls with depth, so in the straight part the flaw actually needed is deeper than this estimate. If the scale does crack, (\ref{front}) no longer applies.

\textbf{Q.} Could I avoid the problem by cooling less?

\textbf{A.} For a strip already debonded to this width, and with constant moduli and mismatch, $\sigma$ is proportional to the cooling. The straight buckle first exists at $\sigma=\sigma_c$, after $1000/2.942=340$ K of cooling. The output calls this the first buckling, but that holds only for the straight shape: as shown above, a long wave can lift the flat strip slightly earlier, and the straight buckle is stable only from $1.053\,\sigma_c$, after about $358$ K. Just beyond $\sigma_c$ the release and the bending stress of the straight buckle are both small. They then grow together, the front's release as $(\sigma-\sigma_c)^2$ and the bending stress as $(\sigma-\sigma_c)^{1/2}$. The bending stress $3\sigma_cw_0/h$ exceeds the remaining compression $\sigma_c$ once $12(\sigma/\sigma_c-1)>1$, that is, above $1.083\,\sigma_c$ or about $368$ K of cooling. Net tension thus appears soon after the straight buckle forms, while the drive on the front is still weak. Cooling less lowers the tension, but it lowers the drive on the front as well.

\section*{Computed values}
\begin{verbatim}
film modulus E = 380 GPa
Poisson ratio = 0.25
plane-strain modulus = 405.3 GPa
film thickness h = 2.0 um
final half-width b = 44.0 um
expansion mismatch = 4.0e-06 1/K
cooling = 1000 K
film compression sigma = 2.027 GPa
buckling stress sigma_c at b = 0.689 GPa
ratio sigma/sigma_c = 2.942
half-width at first buckling b0 = 25.65 um
crest height, formula = 3.219 um
crest height, minimized energy = 3.219 um
full stored-energy scale h sigma^2/(2 Eb) = 10.133 J/m^2
front release rate, formula = 4.4159 J/m^2
front release rate, minimized energy = 4.4159 J/m^2
side release averaged over 0..b, numerical = 4.4159 J/m^2
average over buckled widths only (wrong) = 10.5892 J/m^2
front release from finite buckles = 4.4160 J/m^2
finite buckle half-lengths = 5 and 6 b
finite buckle crest at midlength = 3.219 um
side release rate, formula = 13.5098 J/m^2
side release rate, energy difference = 13.5098 J/m^2
side release rate, edge loads = 13.5098 J/m^2
side/front release ratio = 3.059
cooling at which this width first buckles = 340 K
relative energy shift, coarse to fine basis = 5.1e-09
lowest relative stiffness of straight shape = 0.5112
straight shape stable above sigma/sigma_c = 1.053
straight shape stable below sigma/sigma_c = 6.146
upper limit with smaller basis = 6.149
stable half-widths from 26.32 um to 63.59 um
front rate if clamp retreats by h = 5.0299 J/m^2
change from clamp retreat = 13.9 percent
transverse shear effect on sigma_c, about = 0.54 percent
largest slope = 0.115 rad
largest slope squared = 1.32 percent
largest bending stress = 3.325 GPa
largest net tension in scale = 2.637 GPa
rough scale toughness used = 3.0 MPa m^0.5
surface flaw that would crack the scale = 329 nm
\end{verbatim}
